# Listing the wavevectors that fold onto a supercell wavevector by Smith reduction

## Two wavevectors on a square lattice

Take a square lattice with primitive vectors $\mathbf a_1,\mathbf a_2$, and a supercell spanned by $\mathbf a_1+\mathbf a_2$ and $-\mathbf a_1+\mathbf a_2$. This cell holds two primitive cells, as in a checkerboard arrangement of two kinds of atom. Its matrix, with one supercell vector per row, is

$$M=\begin{pmatrix}1&1\\-1&1\end{pmatrix},\qquad \det M=2 .$$

A Bloch wave with primitive fractional wavevector $k=(k_1,k_2)$ gains the phase $2\pi k_1$ along $\mathbf a_1$ and $2\pi k_2$ along $\mathbf a_2$. Along the two supercell vectors it gains $2\pi(k_1+k_2)$ and $2\pi(-k_1+k_2)$. The supercell sees these phases only up to multiples of $2\pi$. The wave therefore belongs to the supercell wavevector $\kappa=(\kappa_1,\kappa_2)$ when

$$k_1+k_2=\kappa_1+n_1,\qquad -k_1+k_2=\kappa_2+n_2,$$

with integers $n_1,n_2$. Half the difference and half the sum of these equations give

$$k_1=\frac{\kappa_1-\kappa_2+n_1-n_2}{2},\qquad k_2=\frac{\kappa_1+\kappa_2+n_1+n_2}{2}.$$

There are infinitely many pairs $(n_1,n_2)$, but a change of $k_1$ or $k_2$ by an integer gives the same wave. Since $n_1-n_2$ and $n_1+n_2$ have the same parity, there are two cases. If $n_1+n_2$ is even, $k$ equals $\tfrac12(\kappa_1-\kappa_2,\kappa_1+\kappa_2)$ up to integers; if it is odd, both components move by one half. Two wavevectors fold onto $\kappa$, and the parity of $n_1+n_2$ tells them apart.

For a general matrix one needs the quantity that plays the part of this parity. Integer row and column operations find it. Add row 1 of $M$ to row 2, then subtract column 1 from column 2:

$$\begin{pmatrix}1&1\\-1&1\end{pmatrix}\to\begin{pmatrix}1&1\\0&2\end{pmatrix}\to\begin{pmatrix}1&0\\0&2\end{pmatrix}=D .$$

The same operations applied to unit matrices give

$$U=\begin{pmatrix}1&0\\1&1\end{pmatrix},\qquad V=\begin{pmatrix}1&-1\\0&1\end{pmatrix},\qquad UMV=D .$$

Now $Un=(n_1,\;n_1+n_2)$. Its second entry, taken modulo the diagonal entry 2, is the parity found above. Its first entry, taken modulo 1, carries no information.

## The folding condition in general

In three dimensions let the rows of $A$ be the primitive vectors and the rows of $A_s=MA$ the supercell vectors. $M$ is an integer matrix with $\det M\neq0$; a singular $M$ spans no volume and defines no supercell. Let $N=|\det M|$, the ratio of the two cell volumes.

The reciprocal vectors are the rows of $B$ and $B_s$, fixed by $AB^T=2\pi I$ and $A_sB_s^T=2\pi I$. Inserting $A_s=MA$ in the second relation and multiplying by $M^{-1}$ from the left gives $AB_s^T=2\pi M^{-1}$. Multiplying by $A^{-1}$ and using $B^T=2\pi A^{-1}$,

$$B_s^T=B^TM^{-1},\qquad\text{so}\qquad B^T=B_s^TM .$$

A wavevector with primitive fractional coordinates $k$, written as a column, is the Cartesian vector $B^Tk=B_s^T(Mk)$. Its supercell coordinates are thus $Mk$. It folds onto $\kappa$ if and only if

$$Mk=\kappa+n,\qquad n\in\mathbb Z^3. \tag{1}$$

Hence $k=M^{-1}(\kappa+n)$. Two integer columns $n,n'$ give the same wavevector, up to a primitive reciprocal vector, if $M^{-1}(n-n')$ is an integer column, that is, if $n-n'=Mg$ with $g\in\mathbb Z^3$. The task is to take one $n$ from each class of integer columns that differ by such an $Mg$.

## Smith reduction

The Smith normal form is $UMV=D=\mathrm{diag}(d_1,d_2,d_3)$. Here $U$ and $V$ are integer matrices of determinant $\pm1$, so their inverses are integer too. The $d_i$ are positive, $d_1$ divides $d_2$, and $d_2$ divides $d_3$. To reach it, start with $D=M$, $U=V=I$ and work on the whole matrix first:

1. Find the nonzero entry of smallest magnitude and bring it to the upper left corner by exchanging rows and columns. If the corner entry is itself among the smallest, leave it there. Call the corner entry the pivot $p$.
2. Subtract integer multiples of the pivot row from the rows below, and of the pivot column from the columns to its right, so that each entry in the pivot's column and row becomes its remainder on division by $p$.
3. If a remainder is nonzero, return to step 1.
4. If some entry of the remaining block is not divisible by $p$, add its row to the pivot row and return to step 1.
5. Otherwise make $p$ positive by changing the sign of its row, and treat the remaining block in the same way.

Every row operation is also applied to $U$ and every column operation to $V$.

The process ends. A nonzero remainder in step 2 is smaller in magnitude than $p$, so the next pivot is smaller. After step 4 the pivot row contains an entry that $p$ does not divide; the next pass either finds a smaller pivot at once or leaves a smaller nonzero remainder. Magnitudes of nonzero integers cannot decrease forever. When step 5 is reached, $p$ divides the whole remaining block. Later entries are integer combinations of those in the block, so $p$ divides every later $d_i$.

The $d_i$ can be checked without the reduction. An invertible integer operation leaves the greatest common divisor of all entries unchanged, because new entries are integer combinations of old ones and the reverse holds as well. The same is true of the $2\times2$ minors. Reading both from $D$ gives $d_1$ for the entries and $d_1d_2$ for the minors, while $d_1d_2d_3=N$. So $D$ is unique. $U$ and $V$ are not, and another choice may list the same wavevectors in another order.

## The list and its proof

From $UMV=D$ follows $M=U^{-1}DV^{-1}$, and hence $M^{-1}=VD^{-1}U$. Put this into $k=M^{-1}(\kappa+n)$ and define $m=Un$:

$$k(m)=VD^{-1}(U\kappa+m)\ \bmod 1,\qquad m_i=0,1,\dots,d_i-1. \tag{2}$$

**Nothing is missing.** Because $U$ and $U^{-1}$ are integer, $m=Un$ runs over all integer columns when $n$ does. Changing $m_i$ by $d_i$ changes $D^{-1}m$ by an integer column, and $V$ turns this into another integer column. So every $m$ can be brought into the ranges in (2) without changing the wavevector.

**Nothing is repeated.** If $k(m)$ and $k(m')$ are equal modulo 1, then $VD^{-1}(m-m')$ is an integer column. Multiplying by the integer matrix $V^{-1}$ shows that $D^{-1}(m-m')$ is one as well, so $d_i$ divides $m_i-m_i'$. Inside the ranges $|m_i-m_i'|<d_i$, which leaves $m_i=m_i'$.

The number of labels is $d_1d_2d_3=N$. This proves the claim for every nonsingular $M$ and every $\kappa$.

**Looking up a label.** Given a $k$ that satisfies (1), its label is

$$m_i=\big[U(Mk-\kappa)\big]_i\ \bmod d_i . \tag{3}$$

Adding a primitive reciprocal vector $g$ to $k$ adds $UMg=DV^{-1}g$ to the bracket. Its $i$-th entry is a multiple of $d_i$, so the label does not change.

Two limits help to place the result. If $N=1$, then $M$ merely chooses another basis of the same lattice, and one wavevector remains. If $M$ is diagonal with positive entries $M_{ii}$, equation (1) separates into $k_i=(\kappa_i+n_i)/M_{ii}$ with $n_i=0,\dots,M_{ii}-1$, and no reduction is needed.

## A cell with twelve wavevectors

Take

$$M=\begin{pmatrix}0&-2&2\\1&1&2\\-1&1&2\end{pmatrix},\qquad \det M=12,\qquad \kappa=\left(\tfrac1{10},\tfrac15,\tfrac25\right).$$

The first entry of magnitude 1 stands in row 2. Exchange rows 1 and 2, then add the new row 1 to row 3:

$$\begin{pmatrix}1&1&2\\0&-2&2\\0&2&4\end{pmatrix}.$$

Subtract column 1 once from column 2 and twice from column 3, which clears the rest of the first row. In the remaining block the pivot is $-2$. Add row 2 to row 3, which becomes $(0,0,6)$; add column 2 to column 3; change the sign of row 2. The result is $D=\mathrm{diag}(1,2,6)$ with

$$U=\begin{pmatrix}0&1&0\\-1&0&0\\1&1&1\end{pmatrix},\qquad V=\begin{pmatrix}1&-1&-3\\0&1&1\\0&0&1\end{pmatrix}.$$

The divisors confirm this. $M$ has an entry 1, so $d_1=1$. Modulo 2 its rows are $(0,0,0),(1,1,0),(1,1,0)$, so all $2\times2$ minors are even. The minor of rows 2, 3 and columns 1, 2 is $1\cdot1-1\cdot(-1)=2$, so $d_2=2$, and $d_3=12/2=6$.

Next, $U\kappa=(\tfrac15,-\tfrac1{10},\tfrac7{10})$. Since $m_1=0$,

$$D^{-1}(U\kappa+m)=\left(\tfrac15,\;\tfrac{m_2}2-\tfrac1{20},\;\tfrac{m_3}6+\tfrac7{60}\right),$$

and multiplication by $V$ gives, modulo 1,

$$k=\left(-\tfrac1{10}-\tfrac{m_2+m_3}{2},\;\ \tfrac1{15}+\tfrac{m_2}2+\tfrac{m_3}6,\;\ \tfrac7{60}+\tfrac{m_3}6\right),$$

with $m_2=0,1$ and $m_3=0,\dots,5$. The label $(0,0,0)$ gives $k=(\tfrac9{10},\tfrac1{15},\tfrac7{60})$. Then $Mk=(\tfrac1{10},\tfrac65,-\tfrac35)=\kappa+(0,1,-1)$, as (1) requires.

For the lookup take $k=(\tfrac25,\tfrac{17}{30},\tfrac7{60})$. Here $Mk-\kappa=(-1,1,0)$, and $U$ maps this to $(1,1,0)$. Modulo $(1,2,6)$ the label is $(0,1,0)$.

On an fcc lattice with $a=0.40$ nm and primitive vectors $\frac a2(0,1,1)$, $\frac a2(1,0,1)$, $\frac a2(1,1,0)$, this last wavevector is $(4.451,-0.785,13.352)$ nm$^{-1}$, while $\kappa$ itself is $(4.451,-0.785,-2.356)$ nm$^{-1}$. They differ by $2\pi/a=15.708$ nm$^{-1}$ along $z$. That is a reciprocal vector of the supercell but not of the fcc lattice, whose reciprocal vectors are $\frac{2\pi}{a}$ times three integers of equal parity. The printed wavevectors lie in the cell $0\le k_i<1$. Most of them lie outside the first Brillouin zone and can be moved into it by subtracting suitable primitive reciprocal vectors; the one just discussed already lies inside.

## Two shortcuts that fail

The ranges in (2) belong to $m$, not to $n$. Suppose one sets $n=(0,j,l)$ with $j=0,1$ and $l=0,\dots,5$. The true labels are then

$$Un=(j,\,0,\,j+l)\ \to\ (0,\;0,\;(j+l)\bmod 6).$$

The second label is always 0, and each value of the third occurs twice. The twelve entries contain six distinct wavevectors, and the six with $m_2=1$ are missing.

The second shortcut takes multiples of one offset $q=k(m)-k(0)$. Since every $d_i$ divides $d_3$, $d_3q$ is always an integer column, so at most $d_3$ different wavevectors are reached. This covers the list only if $d_3=N$, that is, if $d_1=d_2=1$. In the example it yields at most 6 of the 12.

Formula (2) was compared with an exhaustive search for 150 random matrices with entries from $-4$ to 4, $N\le24$, and components of $\kappa$ equal to 0 or $\tfrac12$. If $q\kappa$ is integer for a positive integer $q$, every solution of (1) has components that are multiples of $1/(Nq)$, because $M^{-1}$ is an integer matrix divided by $\det M$. A search of that grid with (1) alone is therefore complete. The two sets agreed in every case. In this sample 19 matrices had $d_2>1$, and the first shortcut failed for 63.

## What the list does in band unfolding

Consider one orbital per primitive cell, at integer positions $s$ (rows), with $N$ sites in the supercell. For each listed $k$ define

$$|k\rangle=\frac1{\sqrt N}\sum_s e^{2\pi i\,s k}\,|s\rangle .$$

A shift of $s$ by a supercell vector $lM$, with $l$ an integer row, multiplies the amplitude by $e^{2\pi i\,lMk}=e^{2\pi i\,l\kappa}$, because $ln$ is an integer. So $|k\rangle$ is a valid supercell Bloch state at $\kappa$.

The overlap of two listed states is $S/N$ with $S=\sum_s e^{2\pi i\,sq}$ and $q=k'-k$. Here $Mq$ is an integer column, so each term depends only on the class of $s$ modulo supercell vectors. If $k\ne k'$, some component $q_j$ is not an integer. Shifting all sites by one step along $\mathbf a_j$ only permutes the classes, so $S=e^{2\pi i q_j}S$, which forces $S=0$. The $N$ listed states are therefore an orthonormal basis of the $N$-dimensional space at $\kappa$.

For a periodic Hamiltonian with matrix elements $h(R)=\langle s|H|s+R\rangle$, acting with $H$ turns the amplitude $e^{2\pi i\,sk}$ at site $s$ into $\sum_R h(R)e^{2\pi i(s+R)k}$. So each $|k\rangle$ is an eigenstate with $E(k)=\sum_R h(R)e^{2\pi iRk}$. With nearest-neighbour hopping $-t_1$ on the fcc lattice,

$$E(k)=-2t_1\big[c(k_1)+c(k_2)+c(k_3)+c(k_1-k_2)+c(k_2-k_3)+c(k_3-k_1)\big],$$

where $c(x)=\cos2\pi x$. For $t_1=0.50$ eV and label $(0,0,0)$ the bracket is $0.809+0.914+0.743+0.500+0.951+0.208=4.125$, so $E=-4.125$ eV. Diagonalizing the 12-site supercell, built from real-space hops, reproduces the twelve band energies to within $2\times10^{-15}$ eV.

Two energies, 1.951 eV and 0.049 eV, occur twice. These are not duplicate wavevectors: within each pair $k_1$ and $k_2$ are exchanged, and $E(k)$ is symmetric under that exchange. Equal energies are thus no evidence of a repeated entry.

Now let the site energies be $+0.5$ eV on six sites and $-0.5$ eV on the other six. An eigenstate $\psi$ has the spectral weight $W_k=|\langle k|\psi\rangle|^2$, and completeness gives $\sum_kW_k=1$. Take $+0.5$ eV on the sites $s=(0,0,0),(0,0,1),(0,0,5),(0,1,2),(0,1,3),(0,1,4)$ and $-0.5$ eV on $(0,-1,1),(0,-1,2),(0,-1,3),(0,0,2),(0,0,3),(0,0,4)$. For this arrangement the lowest level lies at $-4.183$ eV and has weight 0.986 at label $(0,0,0)$; over all 924 arrangements the level ranges from $-4.235$ to $-4.167$ eV and the weight from 0.93 to 0.99. It cannot lie above the clean value $-4.125$ eV: the site energies average to zero, so $\langle k|H|k\rangle=E(k)$, and the lowest eigenvalue does not exceed any expectation value.

With the faulty list from the first shortcut, the sum is twice the weight on the half with $m_2=0$. Over the twelve eigenstates it ranges from 0.064 to 1.984 instead of being 1. The sum rule is thus a useful check when applied to all states, but a sum near 1 for a single state does not prove a list correct: two of these twelve states give 0.993 and 1.018.

## Scope

The list depends on $M$ and $\kappa$ alone. Adding a second-neighbour hopping of 0.05 eV, with all else fixed, moves the twelve clean energies by up to 0.25 eV (the band itself moves by 0.30 eV at the zone centre, which is not among them) and leaves the list as it is. The single band and its round parameters describe no particular metal. Real alloys have several orbitals per atom and displaced atoms. The weights must then be defined for that larger basis, while (2) still holds for the underlying reference lattice. If the simulated cell is not an integer multiple of that lattice, no integer $M$ exists and the method does not apply until a common reference lattice has been chosen.

In numerical work, rational $\kappa$ should be kept as fractions. With rounded numbers, a component that should be 0 may appear as 0.999… or even as 1, and one wavevector then looks like two. In (3), $Mk-\kappa$ should be rounded to integers first; a value far from an integer shows that $k$ does not fold onto $\kappa$. All twelve wavevectors, with their labels and energies, are given in the numerical output.

## Values computed for the example and the checks

```
random matrices tested: 150
  of these with d2 > 1 (not cyclic): 19
  of these where the naive list fails: 63
larger cell M: [[12, 3, -5], [4, 10, 6], [-8, 2, 14]]
  Smith d: [1, 4, 196]  distinct wavevectors: 784
example M: [[0, -2, 2], [1, 1, 2], [-1, 1, 2]]  det M: 12
U: [[0, 1, 0], [-1, 0, 0], [1, 1, 1]]
V: [[1, -1, -3], [0, 1, 1], [0, 0, 1]]
Smith d: [1, 2, 6]
kappa: (1/10, 1/5, 2/5)   U kappa: (1/5, -1/10, 7/10)
largest order of a folding offset: 6
naive list: entries 12  distinct 6
fcc lattice constant: 0.40 nm
K Cartesian (1/nm): 4.451 -0.785 -2.356
hopping t1: 0.50 eV, t2 (when included): 0.05 eV
label m | k fractional | k Cartesian (1/nm) | E (eV), t2 = 0
(0, 0, 0) | (9/10, 1/15, 7/60) | -11.257 14.923 13.352 | -4.1247
(0, 0, 1) | (2/5, 7/30, 17/60) | 1.833 7.069 5.498 | -1.2818
(0, 0, 2) | (9/10, 2/5, 9/20) | -0.785 14.923 13.352 | 1.9511
(0, 0, 3) | (2/5, 17/30, 37/60) | 12.305 7.069 5.498 | 0.8067
(0, 0, 4) | (9/10, 11/15, 47/60) | 9.687 14.923 13.352 | -3.1066
(0, 0, 5) | (2/5, 9/10, 19/20) | 22.777 7.069 5.498 | 0.0489
(0, 1, 0) | (2/5, 17/30, 7/60) | 4.451 -0.785 13.352 | 1.6384
(0, 1, 1) | (9/10, 11/15, 17/60) | 1.833 7.069 21.206 | 0.6976
(0, 1, 2) | (2/5, 9/10, 9/20) | 14.923 -0.785 13.352 | 1.9511
(0, 1, 3) | (9/10, 1/15, 37/60) | -3.403 22.777 5.498 | -0.3204
(0, 1, 4) | (2/5, 7/30, 47/60) | 9.687 14.923 -2.356 | 1.6908
(0, 1, 5) | (9/10, 2/5, 19/20) | 7.069 22.777 5.498 | 0.0489
largest clean-spectrum mismatch: 1.8e-15 eV
largest energy shift from t2: 0.2490 eV
site-energy splitting: 1.00 eV
high-energy sites: (0, 0, 0) (0, 0, 1) (0, 0, 5) (0, 1, 2) (0, 1, 3) (0, 1, 4)
low-energy sites: (0, -1, 1) (0, -1, 2) (0, -1, 3) (0, 0, 2) (0, 0, 3) (0, 0, 4)
lowest disordered level: -4.1832 eV
  weight at m = (0, 0, 0): 0.9860
  weight at m = (0, 1, 5): 0.0046
  weight at m = (0, 1, 1): 0.0034
  weight sum over the full list: 1.000000
naive-list weight sums: min 0.0641, max 1.9840
```
